# Nonparabolicity and the binding of a hydrogenic donor

## A single kinetic energy

Consider first an electron in a constant potential, in a plane wave of wave number \(k\). In atomic units its parabolic kinetic energy is \(T=k^2/2m\), where \(m\) is the band-edge mass. Let the band be isotropic and nonparabolic, with energy \(E\) measured from its edge:

\[
E(1+\alpha E)=T,\qquad \alpha>0 .
\]

For small \(\alpha T\), replace \(E\) by \(T\) in the small term. This gives

\[
E\simeq T-\alpha T^2 .
\]

The band is flatter than its parabola, so a given wave number costs less energy. With \(\alpha=0.5\) per eV and \(T=0.030\) eV, the saving is \(0.5\times0.030^2=0.00045\) eV.

A donor electron has no single wave number. Its mean kinetic energy can equal 0.030 eV while parts of the state have much more, and the saving grows as the square. The donor therefore needs the mean of \(T^2\), not the square of the mean.

## The estimate on the back of an envelope

Take one isotropic valley, a singly charged donor and a static dielectric constant \(\varepsilon\). The potential is \(V=-1/(\varepsilon r)\). In the parabolic band the ground state has

\[
a=\frac{\varepsilon}{m},\qquad R=\frac{m}{2\varepsilon^2}=\frac{1}{2ma^2},\qquad V=-\frac{2Ra}{r},
\]

and energy \(-R\). The kinetic energy left at radius \(r\) is \(-R-V=R(2a/r-1)\). It is \(R\) at \(r=a\) and already \(3R\) at \(r=a/2\). Averaging its square over the hydrogenic state gives \(5R^2\), as shown below. Hence

\[
\Delta E\simeq-5\alpha R^2 .
\]

For \(R=0.030\) eV,

\[
\Delta E=-0.5\times5\times(0.030)^2=-0.00225\ \text{eV}.
\]

The level drops while the band edge stays fixed, so the binding energy rises by 2.25 meV, or roughly 2 meV. The comparison holds \(m\) and \(\varepsilon\) fixed. The rise is 7.5 per cent of the parabolic binding.

## The mean squared kinetic energy

The normalized ground state is \(\psi=e^{-r/a}/\sqrt{\pi a^3}\). To confirm its energy, apply the kinetic operator:

\[
T\psi=-\frac{1}{2m}\frac1r\frac{d^2(r\psi)}{dr^2}
=\frac{1}{2m}\left(\frac{2}{ar}-\frac1{a^2}\right)\psi
=R\left(\frac{2a}{r}-1\right)\psi .
\]

Adding \(V\psi=-(2Ra/r)\psi\) leaves \(-R\psi\), as required.

Because \(T\) is Hermitian, \(\langle T^2\rangle\) is the squared norm of \(T\psi\). This form is convenient because \(T\psi\) is square integrable, whereas a second application of \(T\) would produce a delta function at the donor. Thus

\[
\langle T^2\rangle=\langle(-R-V)^2\rangle
=R^2+2R\langle V\rangle+\langle V^2\rangle .
\]

The two radial means are

\[
\left\langle\frac1r\right\rangle=\frac4{a^3}\int_0^\infty r e^{-2r/a}dr
=\frac4{a^3}\frac{a^2}{4}=\frac1a,
\]

\[
\left\langle\frac1{r^2}\right\rangle=\frac4{a^3}\int_0^\infty e^{-2r/a}dr
=\frac4{a^3}\frac a2=\frac2{a^2}.
\]

They give \(\langle V\rangle=-2R\) and \(\langle V^2\rangle=8R^2\). Therefore

\[
\langle T^2\rangle=R^2-4R^2+8R^2=5R^2 .
\]

Since \(\langle T\rangle=-R-\langle V\rangle=R\), the squared mean would be five times too small. It would return the 0.00045 eV of the plane wave.

**A state that avoids the donor.** The 2p state is more weakly bound than the ground state and vanishes at the donor; both reduce its shift. Its energy is \(-R/4\), and its radial probability is proportional to \(r^4e^{-r/a}\). The integrals of \(r^4\), \(r^3\) and \(r^2\) with this exponential are \(24a^5\), \(6a^4\) and \(2a^3\), so \(\langle1/r\rangle=1/(4a)\) and \(\langle1/r^2\rangle=1/(12a^2)\). Then \(\langle V\rangle=-R/2\), \(\langle V^2\rangle=R^2/3\), and

\[
\langle T^2\rangle_{2p}=\frac{R^2}{16}-\frac{R^2}{4}+\frac{R^2}{3}=\frac{7R^2}{48}.
\]

The first-order shift is about \(-0.00007\) eV, some thirty times smaller than that of the ground state. In this model nonparabolicity thus widens the 1s–2p spacing by nearly the full ground-state shift.

## What the expansion leaves out

The positive-energy solution of the dispersion is

\[
E_K(T)=\frac{\sqrt{1+4\alpha T}-1}{2\alpha}.
\]

Its power series converges for \(4\alpha T<1\), here for \(T<0.50\) eV. To see how much of the donor state lies beyond this limit, use the scaled momentum \(q=pa\), for which \(T=Rq^2\). The Fourier transform of the exponential is proportional to \((1+q^2)^{-2}\), so the normalized momentum density is

\[
P(q)=\frac{32}{\pi}\frac{q^2}{(1+q^2)^4}.
\]

This gives a second route to the factor five:

\[
\langle q^4\rangle=\frac{32}{\pi}\int_0^\infty\frac{q^6\,dq}{(1+q^2)^4}
=\frac{32}{\pi}\,\frac{5\pi}{32}=5 .
\]

At large \(q\) the integrand falls only as \(q^{-2}\). The series limit lies at \(q=\sqrt{0.50/0.030}=4.08\), and the momenta above it supply 46 per cent of \(\langle T^2\rangle\). The next term of the series would need \(\langle T^3\rangle\), whose integrand tends to a constant, so that mean diverges.

**Average of the full dispersion.** The full \(E_K\) grows only linearly with momentum at large \(q\), so its mean is finite. Define \(x=\alpha R\) and \(e=E_K/R\), so that \(e+xe^2=q^2\). What the two-term expansion misses is

\[
e-q^2+xq^4=x(q^4-e^2)=x(q^2-e)(q^2+e)=x^2e^2(q^2+e).
\]

The first and last equalities use \(q^2-e=xe^2\). The difference is positive, so the two-term expansion overstates the saving at every momentum.

For small \(x\) its mean comes from large momenta, where \(P\simeq(32/\pi)q^{-6}\). Set \(q=s/\sqrt x\) and \(e=\eta/x\), so that \(s^2=\eta(1+\eta)\) and \(s^2+\eta=\eta(2+\eta)\). The difference becomes \(\eta^3(2+\eta)/x\), and \(q^{-6}dq=x^{5/2}s^{-6}ds\). The mean is then

\[
\frac{32}{\pi}x^{3/2}\int_0^\infty\frac{2+\eta}{(1+\eta)^3}\,ds,
\qquad ds=\frac{1+2\eta}{2\sqrt{\eta(1+\eta)}}\,d\eta .
\]

Expanding \((2+\eta)(1+2\eta)=2+5\eta+2\eta^2\) leaves three beta integrals:

\[
\frac12\int_0^\infty\frac{2+5\eta+2\eta^2}{\eta^{1/2}(1+\eta)^{7/2}}\,d\eta
=\frac12\left(2\cdot\frac{16}{15}+5\cdot\frac4{15}+2\cdot\frac25\right)=\frac{32}{15}.
\]

The shift averaged over the unchanged state is therefore

\[
\langle E_K-T\rangle=R\left[-5x+\frac{1024}{15\pi}x^{3/2}+\cdots\right].
\]

The power \(3/2\) shows that the expansion in \(\alpha\) is irregular. At \(x=0.015\) the second term is \(21.73\times0.015^{3/2}\times0.030=0.00120\) eV, about half the first. The full average is \(-0.00140\) eV, whereas the two displayed terms give \(-0.00105\) eV, so later terms matter too.

**Relaxation of the state.** The electron can lower its energy further by adapting to the flatter band. Added to \(-R\), the average above is the energy of a trial state, so the true single-band ground level cannot lie higher.

Power counting gives the size of this relaxation. At large momentum the perturbation, about \(-xq^4\), acts on an amplitude that falls as \(q^{-4}\), and the result is of order \(x\). Second-order perturbation theory squares it, divides by an energy of order \(q^2\) and integrates over \(q^2dq\). The expansion holds up to \(q\sim x^{-1/2}\), so the contribution scales as

\[
x^2\int^{x^{-1/2}}dq\sim x^{3/2}.
\]

Relaxation thus enters at the same order as the \(x^{3/2}\) term above and leaves the coefficient \(-5\) untouched. Numerical diagonalization of \(E_K+V\) supports the coefficient \(-5\). Shifts at \(x=2\times10^{-4}\) and \(5\times10^{-5}\), extrapolated with an error proportional to \(\sqrt x\), give a limiting \(\Delta E/(xR)\) of \(-4.99\).

For the example, diagonalization gives \(-0.00203\) eV, or 90 per cent of the first-order value. This agreement rests on a partial cancellation. The full dispersion removes 0.00085 eV of the estimated lowering, and relaxation restores 0.00063 eV. Within the single-band model, "roughly 2 meV" survives.

## A second band changes the answer

Coupling with other bands can make a band nonparabolic, and the donor potential then acts on their components as well. The symmetric two-band model shows the possible size of this effect. Let \(\phi\) and \(\chi\) be the conduction and lower-band spinors, \(E_g\) the gap and \(v\) the coupling velocity:

\[
(E-V)\phi=v\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi,\qquad
(E-V+E_g)\chi=v\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi .
\]

Without \(V\), eliminating \(\chi\) gives \(E(E+E_g)=v^2p^2\). This is the same dispersion as before if \(\alpha=1/E_g\) and \(v^2=E_g/2m\).

With \(V\) present, expand \(\chi\) to first order in \((E-V)/E_g\) and insert it in the first equation:

\[
(E-V)\phi=T\phi-\frac{\alpha}{2m}\,\boldsymbol\sigma\!\cdot\!\mathbf p\,(E-V)\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi .
\]

To first order the last term may be evaluated with \(E=-R\) and the hydrogenic state. For an s state \(\boldsymbol\sigma\cdot\mathbf p\,\psi=-i\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\psi'\), and here \(\psi'=-\psi/a\). Thus

\[
\Delta E=-\frac{\alpha}{2ma^2}\langle-R-V\rangle=-\alpha R\,(-R+2R)=-\alpha R^2 .
\]

This is one fifth of the single-band result. To locate the difference, write \(f=-R-V\) and use

\[
\mathbf p\cdot f\mathbf p=\tfrac12(p^2f+fp^2)+\tfrac12(\nabla^2f).
\]

The spin-orbit part vanishes in an s state. Since \(f\psi=T\psi\), the symmetric part reproduces \(-\alpha\langle T^2\rangle\). The remainder is a contact term:

\[
\frac{\alpha}{4m}\langle\nabla^2V\rangle
=\frac{\alpha}{4m}\,\frac{4\pi}{\varepsilon}\,\frac1{\pi a^3}
=\frac{\alpha}{m^2a^4}=4\alpha R^2 ,
\]

where \(\varepsilon=ma\) was used. It is positive because the attractive Coulomb potential has a positive Laplacian at the donor. It is absent from the single-band model, where the potential does not act on an admixed component.

This model can also be solved without expansion. Try \(\phi=g(r)u\) and \(\chi=i\kappa\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,g(r)u\), with \(u\) a constant spinor and \(g=r^\nu e^{-\lambda r}\). Matching the terms in \(1/r\) and the constants gives

\[
\frac1\varepsilon=v\kappa(\nu+2),\quad \frac\kappa\varepsilon=-v\nu,\quad
E=-v\kappa\lambda,\quad \kappa(E+E_g)=v\lambda .
\]

The last two yield \(E=-E_g\kappa^2/(1+\kappa^2)\). The first two yield \(2\kappa/(1+\kappa^2)=1/(\varepsilon v)=2\sqrt x\). Eliminating \(\kappa\) on the branch that vanishes with \(x\),

\[
E=-\frac{1-\sqrt{1-4x}}{2\alpha}=-R(1+x+\cdots),\qquad 4x<1 .
\]

For the example this is a shift of \(-0.00046\) eV, and a separate diagonalization of the two-component equations gives the same value. The contact term alone is \(+0.00180\) eV. A dispersion curve therefore does not determine the donor shift by itself: two models with the same curve differ by more than a factor of four.

## Comparison with a silicon donor

The parameters are silicon-like. The value \(\alpha=0.5\) per eV is a rough figure for silicon's conduction band, and \(\varepsilon=11.7\) is a model input close to silicon's value of roughly 12. With \(R=0.030\) eV they imply an isotropic mass of 0.302 electron masses and a radius \(a\) of 20.5 angstrom (2.05 nm). The symmetric two-band model is not a description of silicon's bands; it gives one example of the size of an omitted interband term, not an upper limit.

Silicon's valleys are ellipsoidal. With rough transverse and longitudinal masses of 0.19 and 0.92, an ellipsoidal exponential trial state gives a binding of 0.0296 eV and a first-order shift of \(-0.00223\) eV. In this trial state the mean of \(T^2\) is 5.08 times the squared binding. A trial state fixes that mean less well than the energy. The converged anisotropic ground state keeps the binding at 0.0296 eV but raises the ratio to 5.19 and the shift to \(-0.00228\) eV, so for these masses anisotropy changes the factor five by about four per cent. The binding also depends on the dielectric constant: raising \(\varepsilon\) by one per cent at fixed mass lowers it by 0.00059 eV, about a quarter of the nonparabolic shift.

For phosphorus in silicon, the pure Coulomb potential fails close to the donor. The phosphorus ground state in silicon is bound by roughly 0.045 eV, because the central cell and the coupling between valleys deepen it. As a crude gauge, a Gaussian well of range 5 angstrom was added and tuned to this binding in the parabolic band, which required a depth of 0.528 eV. Switching on the full single-band dispersion with that well held fixed lowers the level by a further 0.019 eV, nearly ten times the hydrogenic shift. This figure depends strongly on the assumed range: wells of range 3 and 12 angstrom, tuned to the same binding, give 0.070 and 0.006 eV.

That large number is a warning, not a prediction for phosphorus. Near the donor the local kinetic energy exceeds 0.5 eV, where the simple dispersion and the smooth-envelope description are both doubtful. A well fitted to the measured level in the nonparabolic band would be shallower and would absorb the shift. The estimate of 2 meV thus belongs to the hydrogenic reference level and should not be added to a measured binding energy.

If a device model does use the hydrogenic level, temperature and doping together decide whether the change matters. At donor densities near \(10^{14}\) per cm\(^3\) nearly all donors are ionized even at 77 K, and the electron density changes by about one per cent or less; near \(10^{16}\) per cm\(^3\) the same shift lowers it by roughly ten per cent. At a fixed Fermi level relative to the band edge, the Boltzmann weight of the occupied donor rises by a factor of 1.40 at 77 K and 1.09 at 300 K. These factors use the first-order single-band shift; the shift of the symmetric two-band model would give only 1.07 and 1.02. The change that nonparabolicity makes in the band's density of states is left out. The numerical output lists the main values used here.

## Numbers as computed

```
nonparabolicity alpha: 0.50 1/eV
hydrogenic binding R: 0.030 eV
dielectric constant: 11.7
implied isotropic mass: 0.302 electron masses
effective Bohr radius: 20.51 angstrom
effective Bohr radius, converted: 2.051 nm
alpha R: 0.0150
mean V / R: -2.0
mean V^2 / R^2: 8.0
mean T^2 / R^2, position: 5.0000
mean T^2 / R^2, momentum: 5.0000
mean T^2: 0.004500 eV^2
first-order energy shift: -0.00225 eV
first-order binding increase: 2.25 meV
binding after first-order increase: 0.03225 eV
alpha times squared mean T: 0.00045 eV
series limit 1/(4 alpha): 0.50 eV
scaled momentum at series limit: 4.082
share of mean T^2 above series limit: 0.462
x^(3/2) coefficient, numerical: 21.660
x^(3/2) coefficient, formula: 21.730
full dispersion, unrelaxed shift: -0.00140 eV
full dispersion, relaxed shift: -0.00203 eV
relaxed binding increase: 2.03 meV
relaxed shift / first-order shift: 0.902
small-x limit of shift/(xR): -4.987
two-band contact term / (alpha R^2): 4.000
two-band contact term: 0.00180 eV
two-band shift, diagonalized: -0.00046 eV
two-band shift, formula: -0.00046 eV
two-band small-x slope at x=0.001: -1.002
transverse mass: 0.19 electron masses
longitudinal mass: 0.92 electron masses
anisotropic variational binding: 0.02961 eV
anisotropic mean T^2 / binding^2: 5.080
anisotropic first-order shift: -0.00223 eV
central-cell well range: 5.0 angstrom
central-cell well depth: 0.528 eV
central-cell parabolic binding: 0.04500 eV
central-cell full-dispersion shift: -0.01943 eV
binding loss for epsilon up 1 percent: 0.00059 eV
thermal energy at 77 K: 0.00664 eV
Boltzmann factor of first-order shift at 77 K: 1.404
thermal energy at 300 K: 0.02585 eV
Boltzmann factor of first-order shift at 300 K: 1.091
```
